# Why thin high-permittivity dielectrics sharpen barriers at two-dimensional contacts: test program

```python
"""Decay and tunnelling at a gated two-dimensional metal-semiconductor contact.

Result under test: a sheet (eps_s, thickness t) between two oxides (eps_ox, d)
has a barrier decay length lam with (d/lam) tan(d/lam) = 2 eps_ox d/(eps_s t).
A thick barrier transmits M [1-exp(-4 pi k lam)] exp(-2 S), where S is the
tunnelling action, k the wave number far in the channel, and M the metal match.
phi: barrier height; ell = hbar/sqrt(2 m phi); Q = m v_metal/hbar.
Lengths are in nm and energies in eV inside the program.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

EPS_S, T_S = 15.0, 0.6
MASS_RATIO, PHI, V_METAL = 0.5, 0.3, 1.0e6
mass = MASS_RATIO * const.m_e
C2 = 2 * mass * const.e / const.hbar**2 * 1e-18   # nm^-2 per eV
Q = mass * V_METAL / const.hbar * 1e-9
ELL = 1 / np.sqrt(C2 * PHI)
E_MAIN, E_LOW = 0.025, 1e-4


def modes(eps_ox, d, count=400):
    """Decay constants and sheet amplitudes of the wall potential."""
    b = 2 * eps_ox * d / (EPS_S * T_S)
    n = np.arange(count)
    low, high = n * np.pi, (n + 0.5) * np.pi
    sign = (-1.0)**n
    for _ in range(60):
        mid = (low + high) / 2
        below = sign * (mid * np.sin(mid) - b * np.cos(mid)) < 0
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    y = (low + high) / 2
    return y / d, 4 * np.sin(y) / (2 * y + np.sin(2 * y))


def slab_decay(eps_ox, d):
    """Decay length with the finite channel thickness resolved."""
    n_s, n_o = 12, 240
    h = np.r_[np.full(n_s, T_S / 2 / n_s), np.full(n_o, d / n_o)]
    eps = np.r_[np.full(n_s, EPS_S), np.full(n_o, eps_ox)]
    half = h / (2 * eps)
    face = 1 / (half[:-1] + half[1:])
    diagonal = np.r_[face, 0] + np.r_[0, face]
    diagonal[-1] += 1 / half[-1]
    stiff = np.diag(diagonal) - np.diag(face, 1) - np.diag(face, -1)
    value = eigh(stiff, np.diag(eps * h), eigvals_only=True,
                 subset_by_index=[0, 0])[0]
    return 1 / np.sqrt(value)


def grid_profile(eps_ox, d, h=0.04, length=20.0):
    """Two-dimensional finite-difference potential along the sheet."""
    nx, nz = int(round(length / h)) - 1, int(round(d / h))
    a = EPS_S * T_S / (2 * eps_ox)
    weight = np.ones(nz)
    weight[0] = a / h + 0.5
    dx = diags([np.ones(nx - 1), -2 * np.ones(nx), np.ones(nx - 1)],
               [-1, 0, 1])
    centre = -2 * np.ones(nz)
    centre[0] = -1
    dz = diags([np.ones(nz - 1), centre, np.ones(nz - 1)], [-1, 0, 1])
    operator = kron(diags(weight), dx) + kron(dz, identity(nx))
    wall = np.zeros(nx)
    wall[0] = 1
    solution = spsolve(operator.tocsc(), -np.kron(weight, wall))
    return h * np.arange(1, nx + 1), solution[:nx]


def transmission_ode(profile, lam, energy):
    """Integrate the Schroedinger equation back from the channel."""
    k = np.sqrt(C2 * energy)

    def rhs(x, state):
        return [state[1], C2 * (PHI * profile(x) - energy) * state[0]]

    sol = solve_ivp(rhs, (25 * lam, 0), [1 + 0j, 1j * k], method="DOP853",
                    rtol=1e-9, atol=1e-12)
    assert sol.success
    psi, slope = sol.y[:, -1]
    return 4 * k / Q / abs(psi + slope / (1j * Q))**2


def transmission_bessel(lam, energy):
    """Exact transmission of a single exponential barrier."""
    k = np.sqrt(C2 * energy)
    z, order = 2 * lam / ELL, mp.mpc(0, -2 * k * lam)
    psi = mp.besseli(order, z)
    derivative = mp.besseli(order + 1, z) + order / z * psi
    slope = -derivative / ELL
    arg = 2 * np.pi * k * lam
    return float(4 * k / Q * mp.sinh(arg) / arg
                 / abs(psi + slope / (1j * Q))**2)


def action(profile, lam, energy):
    """Turning point and tunnelling action by quadrature."""
    turn = brentq(lambda x: PHI * profile(x) - energy, 0, 25 * lam)
    value = quad(lambda x: np.sqrt(max(0.0, C2 * (PHI * profile(x) - energy))),
                 0, turn, limit=200)[0]
    return turn, value


def g_factor(energy):
    r = energy / PHI
    return np.sqrt(1 - r) - np.sqrt(r) * np.arctan(np.sqrt((1 - r) / r))


def wave_factor(lam, energy):
    return 1 - np.exp(-4 * np.pi * np.sqrt(C2 * energy) * lam)


def thick_formula(s, lam, energy):
    ratio = np.sqrt(C2 * (PHI - energy)) / Q
    return 4 * ratio / (1 + ratio**2) * wave_factor(lam, energy) * np.exp(-2 * s)


# Electrostatics: finite slab, limits and trends
stacks = {"A": (3.9, 10.0), "B": (20.0, 10.0), "C": (3.9, 2.0),
          "D": (20.0, 2.0), "E": (20.0, 2.0 * 20.0 / 3.9)}
data = {}
for name, (eps_ox, d) in stacks.items():
    decay, amp = modes(eps_ox, d)
    lam = 1 / decay[0]
    assert abs(amp.sum() - 1) < 3e-4
    assert abs(slab_decay(eps_ox, d) / lam - 1) < 0.02
    data[name] = (decay, amp, lam)

fixed_d = [slab_decay(e, 2.0) for e in (2, 4, 8, 16, 32, 64)]
assert np.all(np.diff(fixed_d) < 0) and min(fixed_d) > 4 / np.pi
fixed_c = [slab_decay(3.9 * s, 2.0 * s) for s in (0.5, 1, 2, 4, 8)]
assert np.all(np.diff(fixed_c) > 0)
thin_d = 0.02
thin_root = np.sqrt(EPS_S * T_S * thin_d / (2 * 3.9))
assert abs(1 / modes(3.9, thin_d)[0][0] / thin_root - 1) < 0.01
assert abs(1 / modes(2000.0, 2.0)[0][0] / (4 / np.pi) - 1) < 0.01

grid_error = 0.0
for name in ("C", "D"):
    decay, amp, lam = data[name]
    x, u_grid = grid_profile(*stacks[name])
    chosen = (x > 0.3) & (x < 7)
    u_modes = np.exp(-np.outer(x[chosen], decay)) @ amp
    grid_error = max(grid_error, np.max(abs(u_grid[chosen] - u_modes)))
assert grid_error < 3e-3

# Single exponential: exact wave, action and thick-barrier form
for lam in (0.3, 1.5, 4.0):
    for energy in (E_LOW, E_MAIN):
        def single(x, length=lam):
            return np.exp(-x / length)
        exact = transmission_bessel(lam, energy)
        assert abs(transmission_ode(single, lam, energy) / exact - 1) < 1e-4
        s_quad = action(single, lam, energy)[1]
        s_closed = 2 * lam / ELL * g_factor(energy)
        assert abs(s_quad / s_closed - 1) < 1e-5
        if lam > 1:
            # Neglected terms are of relative order ell/lam.
            assert abs(thick_formula(s_closed, lam, energy) / exact - 1) < 0.12

scan = [transmission_bessel(l, E_MAIN) for l in np.geomspace(0.01, 6, 40)]
assert np.all(np.diff(scan) < 0)
k_main = np.sqrt(C2 * E_MAIN)
step_limit = 4 * k_main * Q / (k_main + Q)**2
assert abs(transmission_bessel(1e-3, E_MAIN) / step_limit - 1) < 1e-3

print(f"channel: eps_s = {EPS_S:.0f}, t = {T_S:.1f} nm, m/m_e = {MASS_RATIO:.1f}")
print(f"barrier phi = {PHI:.2f} eV; metal velocity = {V_METAL:.1e} m/s")
print(f"tunnelling length ell = {ELL:.4f} nm; ell/4 = {ELL/4:.4f} nm")
print(f"metal matching wave number Q = {Q:.3f} nm^-1")
for energy in (E_MAIN, E_LOW):
    k = np.sqrt(C2 * energy)
    wave = 2 * np.pi / k
    print(f"E = {energy*1e3:.1f} meV: k = {k:.4f} nm^-1, wavelength = {wave:.2f} nm")
    print(f"  wavelength/(8 pi^2) = {wave/(8*np.pi**2):.4f} nm,"
          f" g = {g_factor(energy):.4f}, ell/(4g) = {ELL/4/g_factor(energy):.4f} nm")
print(f"largest grid-minus-mode profile difference = {grid_error:.1e} (no unit)")

# Full electrostatic profiles and their transmission
results = {}
for name, (eps_ox, d) in stacks.items():
    decay, amp, lam = data[name]

    def profile(x, decay=decay, amp=amp):
        return float(amp @ np.exp(-decay * x))

    root = np.sqrt(EPS_S * T_S * d / (2 * eps_ox))
    print(f"stack {name}: eps_ox = {eps_ox:.1f}, d = {d:.3f} nm,"
          f" a = {EPS_S*T_S/(2*eps_ox):.3f} nm")
    print(f"  lam = {lam:.3f} nm, root law = {root:.3f} nm,"
          f" 2d/pi = {2*d/np.pi:.3f} nm, A_1 = {amp[0]:.3f}")
    for energy in (E_MAIN, E_LOW):
        turn, s = action(profile, lam, energy)
        full = transmission_ode(profile, lam, energy)
        approx = thick_formula(s, lam, energy)
        # Neglected terms are of relative order ell/lam.
        assert abs(approx / full - 1) < 0.15
        results[name, energy] = full
        print(f"  E={energy*1e3:.1f} meV: turn={turn:.2f} nm, S={s:.3f},"
              f" bracket={wave_factor(lam, energy):.4f},"
              f" T={full:.3e}, formula={approx:.3e}")

main = {name: results[name, E_MAIN] for name in stacks}
assert main["D"] > main["C"] > main["B"] > main["A"]
assert main["E"] < main["C"]
print("transmission ratios at 25 meV (no unit):")
print(f"  thinning at low permittivity, C/A = {main['C']/main['A']:.3e}")
print(f"  permittivity at 10 nm, B/A = {main['B']/main['A']:.3e}")
print(f"  permittivity at 2 nm, D/C = {main['D']/main['C']:.3f}")
print(f"  equal capacitance, E/C = {main['E']/main['C']:.3e}")
print("single exponential at 25 meV, exact transmission (no unit):")
for lam in (0.05, 0.1, 0.2, 0.5, 1.0, 2.0):
    print(f"  lam = {lam:.2f} nm: T = {transmission_bessel(lam, E_MAIN):.4e}")
print(f"abrupt velocity-mismatch limit: T = {step_limit:.4f}")
print("every check passed")
```

Printed output:

```
channel: eps_s = 15, t = 0.6 nm, m/m_e = 0.5
barrier phi = 0.30 eV; metal velocity = 1.0e+06 m/s
tunnelling length ell = 0.5040 nm; ell/4 = 0.1260 nm
metal matching wave number Q = 4.319 nm^-1
E = 25.0 meV: k = 0.5728 nm^-1, wavelength = 10.97 nm
  wavelength/(8 pi^2) = 0.1389 nm, g = 0.5885, ell/(4g) = 0.2141 nm
E = 0.1 meV: k = 0.0362 nm^-1, wavelength = 173.44 nm
  wavelength/(8 pi^2) = 2.1967 nm, g = 0.9715, ell/(4g) = 0.1297 nm
largest grid-minus-mode profile difference = 3.3e-05 (no unit)
stack A: eps_ox = 3.9, d = 10.000 nm, a = 1.154 nm
  lam = 7.094 nm, root law = 3.397 nm, 2d/pi = 6.366 nm, A_1 = 1.259
  E=25.0 meV: turn=19.25 nm, S=19.031, bracket=1.0000, T=4.355e-17, formula=4.346e-17
  E=0.1 meV: turn=58.43 nm, S=29.998, bracket=0.9604, T=1.285e-26, formula=1.282e-26
stack B: eps_ox = 20.0, d = 10.000 nm, a = 0.225 nm
  lam = 6.509 nm, root law = 1.500 nm, 2d/pi = 6.366 nm, A_1 = 1.273
  E=25.0 meV: turn=17.73 nm, S=17.558, bracket=1.0000, T=8.290e-16, formula=8.269e-16
  E=0.1 meV: turn=53.69 nm, S=27.629, bracket=0.9484, T=1.448e-24, formula=1.444e-24
stack C: eps_ox = 3.9, d = 2.000 nm, a = 1.154 nm
  lam = 1.936 nm, root law = 1.519 nm, 2d/pi = 1.273 nm, A_1 = 1.166
  E=25.0 meV: turn=5.11 nm, S=4.988, bracket=1.0000, T=6.851e-05, formula=6.858e-05
  E=0.1 meV: turn=15.80 nm, S=7.961, bracket=0.5857, T=1.083e-07, formula=1.081e-07
stack D: eps_ox = 20.0, d = 2.000 nm, a = 0.225 nm
  lam = 1.415 nm, root law = 0.671 nm, 2d/pi = 1.273 nm, A_1 = 1.260
  E=25.0 meV: turn=3.84 nm, S=3.798, bracket=1.0000, T=7.430e-04, formula=7.414e-04
  E=0.1 meV: turn=11.66 nm, S=5.985, bracket=0.4750, T=4.590e-06, formula=4.560e-06
stack E: eps_ox = 20.0, d = 10.256 nm, a = 0.225 nm
  lam = 6.673 nm, root law = 1.519 nm, 2d/pi = 6.529 nm, A_1 = 1.273
  E=25.0 meV: turn=18.18 nm, S=17.999, bracket=1.0000, T=3.434e-16, formula=3.426e-16
  E=0.1 meV: turn=55.03 nm, S=28.322, bracket=0.9520, T=3.634e-25, formula=3.625e-25
transmission ratios at 25 meV (no unit):
  thinning at low permittivity, C/A = 1.573e+12
  permittivity at 10 nm, B/A = 1.903e+01
  permittivity at 2 nm, D/C = 10.845
  equal capacitance, E/C = 5.013e-12
single exponential at 25 meV, exact transmission (no unit):
  lam = 0.05 nm: T = 4.0671e-01
  lam = 0.10 nm: T = 3.8722e-01
  lam = 0.20 nm: T = 3.2151e-01
  lam = 0.50 nm: T = 1.1693e-01
  lam = 1.00 nm: T = 1.3052e-02
  lam = 2.00 nm: T = 1.2690e-04
abrupt velocity-mismatch limit: T = 0.4135
every check passed
```
